# Choosing the fitting window in leading-edge analysis of hydrogen desorption

A straight line fitted to the Arrhenius plot of a desorption trace can yield the wrong activation energy, even when the data carry no noise. In the example below, hydrogen leaves a surface with a true activation energy of 1.212 eV at the starting coverage. A line fitted until 1% of the hydrogen has gone gives 1.196 eV; fitted until 20% has gone, it gives 1.067 eV, and the prefactor comes out almost a hundred times too small. If such a number is set beside a calculated desorption energy, the calculation may be blamed for an error made by the fit.

## What the setting controls

The setting is the fraction $f$ of the initial coverage that may desorb before the fit stops. It belongs to the analysis of desorption traces, not to the electronic-structure calculation itself. It matters to users of such calculations when they compare a computed energy with a trace, or extract an effective energy from a simulated one.

Let $\theta$ be the hydrogen coverage in monolayers (ML), $\theta_0$ its initial value, and $T$ a temperature rising at the constant rate $\beta$. Hydrogen atoms leave in pairs, so the loss rate of atoms is taken as

$$r=-\frac{d\theta}{dt}=\nu\,\theta^2 e^{-E(\theta)/kT}. \qquad (1)$$

The model has one kind of site, a uniform layer and a constant prefactor $\nu$. The aim is to recover $E(\theta_0)$ for several values of $\theta_0$.

With $x=1/kT$, equation (1) reads

$$\ln r=\ln\nu+2\ln\theta-xE(\theta). \qquad (2)$$

If $\theta$ stayed at $\theta_0$, this would be a line of slope $-E(\theta_0)$. But desorption is what produces the signal, so $\theta$ must change.

## The local slope

Differentiate (2) with respect to $x$, writing $E'=dE/d\theta$:

$$\frac{d\ln r}{dx}=-E(\theta)+\left(\frac{2}{\theta}-xE'\right)\frac{d\theta}{dx}.$$

Since $T=1/(kx)$, we have $dT/dx=-kT^2$. Also $d\theta/dT=-r/\beta$. The two minus signs cancel, giving $d\theta/dx=kT^2r/\beta$. The apparent energy, minus the local slope, is therefore

$$E_{\rm app}=E(\theta)-\left(\frac{2}{\theta}-\frac{E'}{kT}\right)\frac{kT^2r}{\beta}. \qquad (3)$$

Within model (1) this holds along the whole trace. At the peak $dr/dT=0$, so $E_{\rm app}=0$, however large the true energy is. A numerical derivative of the example trace agrees with (3) to $10^{-8}$ eV between 300 and 600 K.

If neighbouring atoms repel, $E$ falls with coverage and $E'<0$. Both terms in the bracket are then positive. The first is depletion: fewer atoms remain to form pairs. The second is the rise of the barrier as the layer thins. Both slow the growth of the rate and make the line too shallow.

## From the local slope to a fitted line

Let $\delta=\theta_0-\theta$ be the desorbed amount. Early in the trace, the coverage in (1) can be held at $\theta_0$, and $\delta$ is proportional to the integral of $e^{-E/kT}$, with $E=E(\theta_0)$. Because

$$\frac{d}{dT}e^{-E/kT}=\frac{E}{kT^2}e^{-E/kT},$$

integration by parts gives

$$\int e^{-E/kT}dT=\frac{kT^2}{E}e^{-E/kT}-\int\frac{2kT}{E}e^{-E/kT}dT.$$

The contribution from the cold start is negligible. Applying the leading result to the last integral gives

$$\delta\simeq\frac{kT^2r}{\beta E}\left(1-\frac{2kT}{E}\right). \qquad (4)$$

At $f=0.1\%$ the actual amount is 1.007 times this estimate. The desorbed amount thus grows almost in proportion to the rate.

Now expand (2) to first order in $\delta$:

$$2\ln(\theta_0-\delta)\simeq2\ln\theta_0-\frac{2\delta}{\theta_0},\qquad
-xE(\theta_0-\delta)\simeq-xE(\theta_0)+xE'(\theta_0)\delta.$$

Adding these gives

$$\ln r\simeq\ln(\nu\theta_0^2)-xE(\theta_0)-G\delta,\qquad
G=\frac{2}{\theta_0}-\frac{E'(\theta_0)}{kT}. \qquad (5)$$

Take $T$ in $G$ at the hot end of the window, where $\delta$ is largest. Measure distance from that end by $u=E(\theta_0)(x-x_{\rm top})$, so that $u$ runs from 0 to $L=E(\theta_0)(x_{\rm low}-x_{\rm top})$. To leading order in $kT/E$, $\delta=\delta_{\rm top}e^{-u}$. The fitted curve is then a constant plus $-u-G\delta_{\rm top}e^{-u}$.

The least-squares slope is the covariance with $u$ divided by the variance of $u$. For points spread evenly over the window, the averages are

$$\langle u\rangle=\frac L2,\quad {\rm var}(u)=\frac{L^2}{12},\quad
\langle e^{-u}\rangle=\frac{1-e^{-L}}L,\quad
\langle ue^{-u}\rangle=\frac{1-(1+L)e^{-L}}L.$$

Hence

$${\rm cov}(u,e^{-u})=\langle ue^{-u}\rangle-\langle u\rangle\langle e^{-u}\rangle
=-\frac{L-2+(L+2)e^{-L}}{2L}.$$

Define $C=-{\rm cov}(u,e^{-u})/{\rm var}(u)$. The slope against $u$ is $-1+G\delta_{\rm top}C$. Multiplying by $-E(\theta_0)$ converts it to the fitted energy:

$$E_{\rm fit}\simeq E(\theta_0)\,[1-G\delta_{\rm top}C(L)],\qquad
C(L)=\frac{6}{L^3}\left[L-2+(L+2)e^{-L}\right]. \qquad (6)$$

This requires $G\delta_{\rm top}\ll1$, $kT\ll E$ and nearly even sampling in $1/T$.

## What the formula says about widening

For a short window, expanding the exponential through $L^3$ leaves $L^3/6$ in the bracket, so $C\to1$: the fit gives the local slope at the top. For a long window, $C\to6/L^2$. Between these limits $C$ falls steadily, as its equivalent form shows:

$$C(L)=6\int_0^1s(1-s)e^{-Ls}ds.$$

The two ends of the window therefore act differently. Extending it downward, at fixed $f$, adds points where little has desorbed and reduces this bias, provided that the weak signal can be trusted. Extending it upward raises $\delta_{\rm top}$ and lowers $C$ only slowly. The net bias grows in the example.

Putting $\delta_{\rm top}=f\theta_0$ into (6) gives the relative bias in a form suited to choosing $f$:

$$\frac{E_{\rm fit}-E(\theta_0)}{E(\theta_0)}\simeq-fC(L)\left[2-\frac{\theta_0E'(\theta_0)}{kT}\right]. \qquad (7)$$

In the dilute limit, with $E'$ finite, the bracket tends to 2 and depletion alone remains. If attraction makes $E'$ positive, the two causes oppose each other. They cancel to first order at $E'=2kT/\theta_0$, and a still larger $E'$ makes the bias upward. An energy that does not change with $f$ could therefore reflect a cancellation. For desorption of order $n$, the same derivation replaces 2 by $n$.

## A worked trace

The test curve is $E(\theta)=1.30-0.25\,\theta^{3/2}$ in eV, with $\theta$ in ML, $\nu=10^{13}$ s$^{-1}$ and $\beta=2$ K/s. These are chosen parameters. For $\theta_0=0.5$ ML they give $E=1.2116$ eV, $E'=-0.2652$ eV/ML and a peak at 459 K. The lower edge is held at a rate of $2\times10^{-5}$ ML/s and the sampling step at 0.2 K.

For $f=1\%$, the window runs from 357.2 to 396.4 K. At the top $kT=0.03416$ eV, so

$$G=\frac2{0.5}+\frac{0.2652}{0.03416}=4.00+7.76=11.76\ {\rm ML}^{-1}.$$

The window length is $L=3.893$, for which $C=0.2048$. With the nominal $\delta_{\rm top}=0.005$ ML, the predicted bias is

$$-1211.6\times11.76\times0.005\times0.2048=-14.6\ {\rm meV}.$$

The first sample past the 1% mark has a slightly larger $\delta$, which changes the prediction to $-14.8$ meV. The actual fit is off by $-15.2$ meV.

Depletion should supply a share $4.00/11.76=0.34$ of this bias. Subtracting $2\ln\theta$ from the data before fitting removes 0.34 of it. The other two thirds come mainly from the changing barrier.

Without noise, widening the window upward gives:

| $f$ (%) | fitted $E$ (eV) | bias (meV) | equation (6) (meV) |
|---:|---:|---:|---:|
| 0.1 | 1.208 | −3.6 | −3.5 |
| 0.5 | 1.202 | −9.5 | −9.4 |
| 2 | 1.187 | −24.6 | −23.6 |
| 5 | 1.164 | −48.1 | −44.3 |
| 20 | 1.067 | −144.2 | −110.8 |

At 20% the first-order law misses 23% of the actual bias. It is a guide for narrow windows, not a correction to apply to wide ones.

The prefactor is dragged along. A fitted line passes through the mean point of its data, so (5) gives

$$\ln\nu_{\rm fit}-\ln\nu\simeq\bar x\,[E_{\rm fit}-E(\theta_0)]-G\delta_{\rm top}\langle e^{-u}\rangle.$$

Because $\bar x$ is about 30 eV$^{-1}$ here, a small energy error becomes a large prefactor error. At $f=20\%$, $\log_{10}(\nu_{\rm fit}\,{\rm s})$ is 11.07 instead of 13. Energy and prefactor fall together although the true prefactor never changes, so such a correlation is not by itself evidence of surface physics.

## Why the narrowest window is not best

Let each sample carry independent noise of standard deviation $\sigma$. For $\sigma\ll r$, the error of $\ln r$ is approximately the noise divided by $r$. The fitted slope is $\sum_i(x_i-\bar x)\ln r_i/\sum_i(x_i-\bar x)^2$, so its variance is

$$s_E^2=\frac{\sum_i(x_i-\bar x)^2(\sigma/r_i)^2}{\left[\sum_i(x_i-\bar x)^2\right]^2}. \qquad (8)$$

A short window has a small spread in $x$ and relies on weak signals. With $\sigma=2\times10^{-6}$ ML/s, one tenth of the floor, 400 noisy copies of the trace gave:

| $f$ (%) | scatter (meV) | root-mean-square error (meV) |
|---:|---:|---:|
| 0.1 | 17.4 | 17.4 |
| 0.2 | 9.4 | 9.8 |
| 0.3 | 7.2 | 8.5 |
| 0.5 | 5.3 | 9.4 |
| 1 | 3.7 | 14.4 |
| 5 | 1.8 | 47.4 |

The best value tried is 0.3%. At 0.5%, equation (8) also gives 5.3 meV. Small scatter is no sign of accuracy: at 5% the fits agree closely with one another on a wrong answer. Averaging repeated traces reduces the scatter but not the window bias, so it favours a smaller $f$.

The 0.5% row implies a mean error of about $\sqrt{9.44^2-5.26^2}=7.8$ meV in magnitude, less than the noise-free 9.5 meV. Part of the difference comes from the logarithm: to second order, noise lowers the mean of $\ln r$ by $\sigma^2/2r^2$, mostly at the cold end, and so steepens the line. For a fixed window this amounts to about 1.2 meV. Choosing the lower edge from the noisy trace works the other way, because cold-end points are admitted more often when their noise is positive; this takes back about 0.5 meV. The rest is chance in these 400 copies: 3000 copies give a mean error of $8.8\pm0.1$ meV and root-mean-square errors of 10.3, 9.3 and 10.3 meV at $f=0.2$, 0.3 and 0.5%. These root-mean-square entries of the table are thus good to about 1 meV, and the best value remains 0.3%.

## An algorithm that permits a wider window

Coverage can be obtained from the trace itself, which allows both causes of bias to be removed. Rearranging (2) gives

$$\ln r-2\ln\theta+x[E(\theta)-E(\theta_0)]=\ln\nu-xE(\theta_0). \qquad (9)$$

The right side is a straight line for any window if $\nu$ is constant. The unknown curve on the left can be found by iteration:

1. Subtract the background. Integrate $r/\beta$ over temperature by the trapezoidal rule until desorption is complete. The total is $\theta_0$; the total minus the running integral is $\theta(T)$.
2. End the window at the first sample where the fraction $f$ has gone. Smooth a copy of the trace with a running mean (15 samples here), and start after its last point below the floor. Fit the unsmoothed data.
3. Fit $\ln r$ against $x$ for each trace. Minus the slope is the first estimate of $E(\theta_0)$.
4. Put a smooth curve $\hat E(\theta)$ through the estimates; a cubic is used here.
5. Form the left side of (9) with $\hat E$, refit each trace, and repeat steps 4 and 5 until the energies settle.

The iteration has its own window limit. Suppose $\hat E$ is wrong by $e(\theta)$. By the argument that led to (6), the next error is approximately $-(E/kT)\,\delta_{\rm top}C\,e'(\theta_0)$. An error proportional to $\theta^m$ is thus multiplied by $-m(E/kT)fC$, if $T$ and $C$ vary little between traces. For $\theta_0=0.5$ ML and $f=2\%$, $E/kT=34.8$ and $C=0.166$, so the factor is 0.35 in size for $m=3$. This is only a rough guide, since $T$ and $C$ do vary between traces; for the nine traces below, the slowest error is multiplied by about 0.22 in size per round. Errors die out. A much wider window or a more flexible curve pushes the factor past 1: for these traces this happens between $f=10\%$ and 20% with a cubic, and between 5% and 10% with a fifth-degree polynomial.

Nine traces, from 0.1 to 0.9 ML, were analysed at $f=2\%$. Three of them show the pattern, in eV:

| $\theta_0$ (ML) | true | plain fit | corrected |
|---:|---:|---:|---:|
| 0.1 | 1.2921 | 1.2737 | 1.2924 |
| 0.5 | 1.2116 | 1.1870 | 1.2116 |
| 0.9 | 1.0865 | 1.0481 | 1.0864 |

The plain fit also exaggerates the fall of energy between the end coverages: 0.226 eV instead of 0.206 eV. With noise, the root-mean-square error over all nine coverages at $f=2\%$ is 26.5 meV for the plain fit and 3.7 meV after correction. Part of this gap reflects a window too wide for the plain fit: at $f=0.5\%$ its error falls to about 13 meV, still well above the corrected value.

## What a real surface adds

The example lies in the rough regime of hydrogen on molybdenum: desorption energies of order 1 eV, and traces between room temperature and about 600 K. Its peak signal is nearly 6000 times the noise, which is a favourable assumption. Real surfaces can have several binding sites, contrary to the model; overlapping states can then invalidate a single curve $E(\theta)$, and the example does not size that error.

Other effects were sized by altering the 0.5 ML trace and repeating the plain fit at $f=0.5\%$:

- A prefactor proportional to $T$ adds 32 meV. The extra $\ln T$ in (2) contributes $-d\ln T/dx=kT$ to the apparent energy. A computed barrier and an Arrhenius energy can differ by this much without either being wrong.
- A leftover constant background of one tenth of the floor subtracts 32 meV, because it lifts the cold end. This is over three times the window bias of 9.5 meV.
- A thermometer reading 2 K high adds 13 meV, and a pumping lag of 0.2 s adds 2.5 meV.
- A prefactor that grows tenfold per monolayer subtracts 1.8 meV. It adds $\ln10$ per ML to $G$, and (9) does not remove it.
- Readsorption shifts the result by only $-0.1$ meV for a 1 cm² sample, a pumping speed of 300 L/s and a sticking probability of 0.5 on the empty surface. It rescales the rate almost uniformly within the window.

Hydrogen dissolved in the metal is negligible here: an equilibrium estimate for a 0.1 mm foil, with a rough heat of solution of 0.5 eV, gives less than $10^{-5}$ of the initially adsorbed amount at the peak temperature.

## Setting the window

Remove the background first, then place the floor well above both the noise and the uncertainty of the background. For a plain fit, estimate the bias from (7) and the scatter from (8), and choose $f$ where their combined error is smallest. Equation (7) needs $E'(\theta_0)$, which a single trace does not give; a rough value can be taken from plain fits at neighbouring coverages. The 0.3% found here belongs to this noise, floor, sampling step and energy curve; it is not a universal value.

If traces at several coverages are available and one desorption state dominates, use the corrected fit and repeat it with two values of $f$. A drift larger than the scatter shows that something remains unaccounted for, such as a varying prefactor, background or a second state. Agreement does not exclude a thermometer error or the $kT$ offset, since these shift narrow and wide fits in nearly the same way. A varying prefactor can also stay hidden if the drift it causes is smaller than the scatter. The numerical output below gives the remaining coverages and windows.

## Table of computed values

```
E(c) = 1.30 eV - 0.25 eV * c^1.5, c in ML
prefactor 1.0e+13 1/s, heating 2.0 K/s
noise 2.0e-06 ML/s, floor 2.0e-05 ML/s
sampling step 0.2 K
integrator error, constant E: 1.8e-10 ML
constant E = 1.200 eV, f = 20 %:
  plain 1.1474 eV, depletion removed 1.2000 eV
main trace: c0 = 0.50 ML, E(c0) = 1.2116 eV
  E'(c0) = -0.2652 eV/ML
  peak 459.2 K, 1.151e-02 ML/s
  local slope, largest error 1.0e-08 eV
  early amount / asymptotic form 1.0072
f(%) T_low T_top(K) E_fit(eV) bias law(meV) log10(nu s)
  0.1 357.2 373.2 1.2081 -3.55 -3.49 12.95
  0.2 357.2 379.8 1.2063 -5.34 -5.27 12.92
  0.3 357.2 383.8 1.2047 -6.87 -6.76 12.90
  0.5 357.2 389.0 1.2021 -9.53 -9.36 12.87
  1.0 357.2 396.4 1.1964 -15.18 -14.78 12.79
  2.0 357.2 404.2 1.1870 -24.58 -23.58 12.66
  5.0 357.2 415.6 1.1635 -48.11 -44.26 12.35
 10.0 357.2 425.6 1.1297 -81.94 -70.80 11.89
 20.0 357.2 438.2 1.0674 -144.22 -110.83 11.07
with noise: f(%) scatter, rms error (meV)
  0.1 17.41 17.43
  0.2 9.40 9.75
  0.3 7.15 8.53
  0.5 5.26 9.44
  1.0 3.66 14.42
  2.0 2.66 23.83
  5.0 1.76 47.41
 10.0 1.30 81.52
 20.0 1.00 143.95
best f of those tried: 0.3 %
f = 0.5 %: scatter formula 5.30 meV
f = 1 %: L = 3.893, G = 11.76 1/ML, C = 0.2048
  depletion share 0.340, from formula 0.340
c0(ML) E_true, fit 0.5 %, fit 2 %, corrected 2 % (eV)
  0.1  1.2921  1.2842  1.2737  1.2924
  0.2  1.2776  1.2704  1.2601  1.2777
  0.3  1.2589  1.2513  1.2397  1.2589
  0.4  1.2368  1.2282  1.2153  1.2367
  0.5  1.2116  1.2021  1.1870  1.2116
  0.6  1.1838  1.1731  1.1559  1.1839
  0.7  1.1536  1.1417  1.1222  1.1537
  0.8  1.1211  1.1079  1.0861  1.1212
  0.9  1.0865  1.0722  1.0481  1.0864
noisy curves, 2 %: rms plain 26.48 meV, corrected 3.68 meV
shifts of E_fit at f = 0.5 % by neglected effects (meV):
  readsorption -0.08 (empty-surface return ratio 0.074)
  pump lag of 0.20 s: 2.47
  thermometer +2 K: 12.94
  background of 0.1 floor: -31.51
  prefactor ~ T: 31.98
  prefactor x10 per ML: -1.81
  halved sampling step: 0.012
dissolved / adsorbed H at the peak: 5.5e-06
```
